# Superexchange between e_g holes on Cu²⁺ ions and the d⁸ levels: a numerical check

```python
# d9 (one e_g hole per site) superexchange on a cubic lattice and its product-state ground state.
# U=A+4B+3C, JH=4B+C (Racah A,B,C); two-hole levels U-3JH, U-JH (x2), U+JH; eta=JH/U, J=4t^2/U,
# r1=1/(1-3eta), r2=1/(1-eta), r4=1/(1+eta), T=r2+r4, D=r1-r4; P=projector on the orbital along the bond.
# Bond: H=(J/4)[-r1(SS+3/4)+r2(SS-1/4)][P(1-P')+(1-P)P'] + (J/2)T(SS-1/4)PP'.
# Orbital |th>=cos(th/2)|3z2-r2>+sin(th/2)|x2-y2>. A-type spins: orbitals +-th, cos th=T/(5r1-r4).
# Claim: C-type wins for eta<eta1, A-type for eta1<eta<eta2, ferromagnet (F) above eta2.
import numpy as np, sympy as sp
from itertools import combinations, product
from sympy.physics.wigner import gaunt
from scipy.optimize import brentq
from scipy.constants import e as q_e, k as k_B

rng = np.random.default_rng(7)
ms = range(-2, 3)
ck = {k: np.array([[float(sp.sqrt(4*sp.pi/(2*k+1))*sp.Integer(-1)**m*gaunt(2, k, 2, -m, m-n, n))
                    if abs(m-n) <= k else 0.0 for n in ms] for m in ms]) for k in (0, 2, 4)}
to_eg = np.zeros((5, 2)); to_eg[2, 0] = 1; to_eg[0, 1] = to_eg[4, 1] = 2**-0.5
mm = np.array(list(ms))
conserve = (mm[:, None, None, None]+mm[None, :, None, None] == mm[None, None, :, None]+mm[None, None, None, :])
I2 = np.eye(2)
pauli = np.array([I2, [[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]], dtype=complex)

def coulomb(A, B, C):  # <pq|1/r12|rs> for e_g spin-orbitals (spin x orbital) from Slater integrals
    F4 = C*441/35; F = {0: A+F4/9, 2: 49*(B+5*F4/441), 4: F4}
    V = sum(F[k]*np.einsum('ac,db->abcd', ck[k], ck[k]) for k in F)*conserve
    V = np.einsum('abcd,ai,bj,ck,dl->ijkl', V, to_eg, to_eg, to_eg, to_eg)
    return np.einsum('ac,bd,ijkl->aibjckdl', I2, I2, V).reshape(4, 4, 4, 4)

def antisym(n):
    pairs = list(combinations(range(n), 2)); M = np.zeros((n*n, len(pairs)))
    for i, (p, q) in enumerate(pairs):
        M[p*n+q, i] = 2**-0.5; M[q*n+p, i] = -2**-0.5
    return pairs, M

# sigma-hopping amplitude of each e_g orbital = its value along the bond axis
w = []
for th_, ph_ in ((sp.pi/2, 0), (sp.pi/2, sp.pi/2), (0, 0)):
    Y = np.array([complex(sp.N(sp.Ynm(2, m, th_, ph_).expand(func=True))) for m in ms])
    vec = (to_eg.T@Y).real
    assert abs(np.linalg.norm(vec)-np.sqrt(5/(4*np.pi))) < 1e-12
    w.append(vec/np.linalg.norm(vec))
ket = lambda th: np.array([np.cos(th/2), np.sin(th/2)])
for th in rng.uniform(0, 2*np.pi, 5):
    c = np.array([2*(v@ket(th))**2-1 for v in w])
    assert np.allclose(c, np.cos(th-np.array([-2, 2, 0])*np.pi/3), atol=1e-12)
    assert abs(c.sum()) < 1e-12 and abs(c@c-1.5) < 1e-12
assert abs(w[0]@ket(np.pi/3)) < 1e-12 and abs(w[1]@ket(-np.pi/3)) < 1e-12

pairs8, M8 = antisym(8)
low = [i for i, (p, q) in enumerate(pairs8) if p < 4 <= q]
high = [i for i in range(28) if i not in low]
def two_site(ABC, t, g):  # full two-hole Hamiltonian and its second-order downfolding
    V = np.zeros((8,)*4); V[:4, :4, :4, :4] = V[4:, 4:, 4:, 4:] = coulomb(*ABC)
    h = -t*np.kron(pauli[1].real, np.kron(I2, np.outer(w[g], w[g])))
    H = M8.T@(np.kron(h, np.eye(8))+np.kron(np.eye(8), h)+V.reshape(64, 64))@M8
    X = H[np.ix_(high, low)]
    return H, H[np.ix_(low, low)]-X.T@np.linalg.solve(H[np.ix_(high, high)], X)

rs = lambda eta: (1/(1-3*eta), 1/(1-eta), 1/(1+eta))
def formula_bond(eta, J, g):
    r1, r2, r4 = rs(eta); P = np.kron(I2, np.outer(w[g], w[g])); Q = np.eye(4)-P; one = np.eye(16)
    SS = sum(np.kron(np.kron(s, I2), np.kron(s, I2)) for s in pauli[1:]).real/4
    return (J/4*(-r1*(SS+.75*one)+r2*(SS-.25*one))@(np.kron(P, Q)+np.kron(Q, P))
            + J/2*(r2+r4)*(SS-.25*one)@np.kron(P, P))

M4 = antisym(4)[1]
levels = lambda ABC: np.linalg.eigvalsh(M4.T@coulomb(*ABC).reshape(16, 16)@M4)
example = (6.0, 0.125, 0.5); t_ex = 0.5
for A, B, C in (example, (5.1, 0.17, 0.43), (7.0, 0.05, 0.9)):
    U, JH = A+4*B+3*C, 4*B+C
    assert np.allclose(levels((A, B, C)), [U-3*JH]*3+[U-JH]*2+[U+JH], atol=1e-10)
    for g in range(3):
        assert np.allclose(two_site((A, B, C), 0.37, g)[1], formula_bond(JH/U, 4*0.37**2/U, g), atol=1e-11)
A, B, C = example; U, JH = A+4*B+3*C, 4*B+C; eta0 = JH/U; J0 = 4*t_ex**2/U
def ed_error(t):
    exact = np.linalg.eigvalsh(two_site(example, t, 0)[0])[:16]
    return np.abs(exact-np.linalg.eigvalsh(formula_bond(eta0, 4*t*t/U, 0))).max()
ratio = ed_error(0.2)/ed_error(0.1)
assert 14.5 < ratio < 17.0

# bond energy of product states, v.K.v', from the numerically downfolded operator (U=1, t=1/2, so J=1)
E16 = np.array([np.kron(a, b) for a in pauli for b in pauli])
def kernel(eta):
    Hs = [two_site((1-2*eta, eta/8, eta/2), 0.5, g)[1].reshape(4, 4, 4, 4) for g in range(3)]
    K = np.array([np.einsum('abcd,ica,jdb->ij', H, E16, E16, optimize=True).real/16 for H in Hs])
    assert np.allclose(K, K.transpose(0, 2, 1), atol=1e-12)
    return K
def lattice(L):
    r = np.array(list(product(range(L), repeat=3))); idx = lambda x: ((x % L)@np.array([L*L, L, 1]))
    nb = np.array([[idx(r+s*np.eye(3, dtype=int)[g]) for s in (1, -1)] for g in range(3)])
    return r, nb, [np.where(r.sum(1) % 2 == p)[0] for p in (0, 1)]
pad = lambda x: np.concatenate([np.ones(x.shape[:-1]+(1,)), x], -1)
unit = lambda x: x/(np.linalg.norm(x, axis=-1, keepdims=True)+1e-300)
join = lambda s, o: (pad(s)[..., :, None]*pad(o)[..., None, :]).reshape(s.shape[:-1]+(16,))
def apply(X, Kg):
    return (X.reshape(X.shape[0], -1, 16)@Kg).reshape(X.shape)
def energy(V, K, nb):  # V: (eta, start, site, 16), K: (eta, axis, 16, 16)
    return sum((apply(V[:, :, nb[g, 0]], K[:, g])*V).sum(-1).mean(-1) for g in range(3))
def field(V, K, nb, sub):
    return sum(apply(V[:, :, nb[g, 0][sub]]+V[:, :, nb[g, 1][sub]], K[:, g]) for g in range(3))
def relax(s, o, K, lat, sweeps, free_spin):
    V = join(s, o)
    for _ in range(sweeps):
        for sub in lat[2]:
            h = field(V, K, lat[1], sub); h = h.reshape(h.shape[:-1]+(4, 4))
            o[:, :, sub] = -unit(np.einsum('...a,...am->...m', pad(s[:, :, sub]), h)[..., 1:])
            if free_spin:
                s[:, :, sub] = -unit(np.einsum('...am,...m->...a', h, pad(o[:, :, sub]))[..., 1:])
            V[:, :, sub] = join(s[:, :, sub], o[:, :, sub])
    return energy(V, K, lat[1])
def closed(eta):
    r1, r2, r4 = rs(eta); T, D = r2+r4, r1-r4
    return {'G': (-3*(r1+2*r2+r4)-1.5*D)/16, 'C': -(13*r1+8*r2+3*r4)/32,
            'A': (-8*r1-2*r2-r4-T*T/(5*r1-r4))/16, 'F': -9*r1/16}, T/(5*r1-r4)

cube = lattice(2); r = cube[0]; zhat = np.array([0., 0., 1.])
sign = {'G': (-1.)**r.sum(1), 'C': (-1.)**(r[:, 0]+r[:, 1]), 'A': (-1.)**r[:, 2], 'F': np.ones(8)}
etas = [0.001, 0.02, 0.05, 0.055, eta0, 0.20, 0.24, 0.25, 0.30]
K = np.array([kernel(x) for x in etas]); n = 12
col = [sign[p] for p in 'GCAF' for _ in range(n)]+[np.array((1.,)+b) for b in product((1., -1.), repeat=7)]
s0 = np.concatenate([np.array(col)[..., None]*zhat, unit(rng.normal(size=(96, 8, 3)))])
s = np.repeat(s0[None], len(etas), 0); o = unit(rng.normal(size=s.shape))
E_frozen = relax(s, o, K, cube, 80, False); o_frozen = o.copy()
E_free = relax(s, o, K, cube, 130, True).min(1)
winner = []
for i, x in enumerate(etas):
    Ec, u = closed(x)
    for j, p in enumerate('GCAF'):
        assert abs(E_frozen[i, j*n:(j+1)*n].min()-Ec[p]) < 1e-7
    ob = o_frozen[i, 2*n+E_frozen[i, 2*n:3*n].argmin()]
    assert np.allclose(ob[:, 2], u, atol=1e-4) and np.abs(ob[:, 1]).max() < 1e-6
    assert (ob[:, 0]*ob[cube[1][0, 0], 0] < 0).all() and (ob[:, 0]*ob[cube[1][1, 0], 0] < 0).all()
    winner.append(min(Ec, key=Ec.get))
    assert abs(E_free[i]-Ec[winner[-1]]) < 1e-7
assert ''.join(winner) == 'CCCAAAAFF'
eta1 = brentq(lambda x: closed(x)[0]['A']-closed(x)[0]['C'], 0.02, 0.2)
eta2 = brentq(lambda x: closed(x)[0]['A']-closed(x)[0]['F'], 0.1, 0.3)
assert 0.05 < eta1 < 0.055 and 0.24 < eta2 < 0.25
slope = {p: (E_frozen[0, j*n:(j+1)*n].min()+0.75)/etas[0] for j, p in enumerate('GCA')}
assert all(abs(slope[p]-v) < 0.01 for p, v in zip('GCA', (-9/8, -11/8, -21/16)))  # O(eta) remainder
Vr = join(np.broadcast_to(sign['G'][:, None]*zhat, (1, 20, 8, 3)), unit(rng.normal(size=(1, 20, 8, 3))))
assert np.allclose(energy(Vr, kernel(0.0)[None], cube[1]), -0.75, atol=1e-12)

# bond-by-bond lower bound with multipliers, minimised on a grid of two orbital angles
bloch = lambda th: np.stack([np.sin(th), 0*th, np.cos(th)], -1)
grid = np.linspace(0, np.pi, 601); cg = np.cos(grid)
for i in (1, 4, 6):
    r1, r2, r4 = rs(etas[i]); T, D = r2+r4, r1-r4; Ec, u = closed(etas[i])
    up = join(np.tile(zhat, (601, 1)), bloch(grid)); dn = join(np.tile(-zhat, (601, 1)), bloch(grid))
    eF, eA = 16*up@K[i, 2]@up.T, 16*up@K[i, 2]@dn.T
    for p, nF, lam, mu in (('G', 0, T, D/2), ('C', 1, T, D/2), ('A', 2, 2*r1*u, r1), ('F', 3, 0, r1)):
        add = lam*(cg[:, None]+cg)+mu*(cg[:, None]**2+cg**2)
        bound = (nF*(eF+add).min()+(3-nF)*(eA+add).min()-3*mu)/16
        assert -1e-10 < bound-Ec[p] < 1e-4

# example: stackings, larger cell, on-site spin-orbital entangled states, exchange constants
K0 = K[4:5]; Ec, u = closed(eta0); th0 = np.arccos(u); r1, r2, r4 = rs(eta0); T = r2+r4
for stack in (sign['G'], sign['C']):
    V = join(sign['A'][:, None]*zhat, bloch(th0*stack))[None, None]
    assert abs(energy(V, K0, cube[1])[0, 0]-Ec['A']) < 1e-12
big = lattice(4)
E_big = relax(unit(rng.normal(size=(1, 12, 64, 3))), unit(rng.normal(size=(1, 12, 64, 3))), K0, big, 200, True).min()
assert E_big > Ec['A']-1e-9
psi = rng.normal(size=(1, 100, 8, 4))+1j*rng.normal(size=(1, 100, 8, 4)); psi = unit(psi)
expect = lambda p: np.einsum('...a,kab,...b->...k', p.conj(), E16, p).real
V = expect(psi)
for _ in range(100):
    for sub in cube[2]:
        h = np.einsum('...k,kab->...ab', field(V, K0, cube[1], sub), E16)
        V[:, :, sub] = expect(np.linalg.eigh(h)[1][..., 0])
E_ent = energy(V, K0, cube[1]).min()
assert -1e-9 < E_ent-Ec['A'] < 1e-5
def exchange_numeric(th, g):
    a = join(zhat, bloch(np.array(th))); other = bloch(np.array(th if g == 2 else -th))
    return 2*(a@K0[0, g]@join(zhat, other)-a@K0[0, g]@join(-zhat, other))
Jc = lambda v: (T*(1+v)**2-(r1-r2)*(1-v*v))/8
Jab = lambda v: (T*(v-.5)**2-(r1-r2)*(1.75-v*v))/8
for th in (th0, 0.4, 1.3, 2.2):
    assert abs(exchange_numeric(th, 2)-Jc(np.cos(th))) < 1e-12
    assert all(abs(exchange_numeric(th, g)-Jab(np.cos(th))) < 1e-12 for g in (0, 1))
assert Jc(u) > 0 > Jab(u)
th_zero = brentq(lambda x: exchange_numeric(x, 0), th0, 2.5)

lv = levels(example); Hf, He = two_site(example, t_ex, 2); meV = 1e3*J0
print(f"inputs: A={A} eV, B={B} eV, C={C} eV, t={t_ex} eV")
print(f"U={U:.3f} eV, JH={JH:.3f} eV, eta={eta0:.4f}, J=4t^2/U={meV:.2f} meV")
print(f"two-hole levels: 3A2={lv[0]:.4f} eV, 1E={lv[3]:.4f} eV, 1A1={lv[5]:.4f} eV")
print(f"r1={r1:.5f}, r2={r2:.5f}, r4={r4:.5f}, T={T:.5f}, D={r1-r4:.5f}")
print(f"t/(U-3JH)={t_ex/lv[0]:.3f}; ED error ratio t=0.2 eV / t=0.1 eV = {ratio:.2f}")
ev = np.linalg.eigvalsh(He)
print("bond levels, 2nd order (meV):", np.unique(np.round(1e3*ev, 2))+0.0)
print("bond levels, exact (meV):    ", np.unique(np.round(1e3*np.linalg.eigvalsh(Hf)[:16], 2))+0.0)
print(f"cos(theta)={u:.5f}, theta={np.degrees(th0):.2f} deg")
print(f"hole orbital: {ket(th0)[0]:.4f}|z> +- {ket(th0)[1]:.4f}|x>")
print(f"weight on z2-y2 (theta=60 deg): {(ket(th0)@ket(np.pi/3))**2:.4f}")
print("<P> along a,b,c for +theta:", np.round([(v@ket(th0))**2 for v in w], 4))
for p in 'GCAF':
    print(f"E_{p} = {Ec[p]:.5f} J = {Ec[p]*meV:.2f} meV per site")
print(f"E_C - E_A = {(Ec['C']-Ec['A'])*meV:.2f} meV per site")
print(f"numerical minimum: cube {E_free[4]:.6f} J, entangled sites {E_ent:.6f} J, best 4x4x4 run {E_big:.6f} J")
print(f"J_c = {Jc(u):.5f} J = {Jc(u)*meV:.2f} meV = {Jc(u)*J0*q_e/k_B:.0f} K")
print(f"J_ab = {Jab(u):.5f} J = {Jab(u)*meV:.2f} meV = {Jab(u)*J0*q_e/k_B:.0f} K")
print(f"|J_c/J_ab| = {abs(Jc(u)/Jab(u)):.2f}; at theta=90 deg: {abs(Jc(0)/Jab(0)):.2f}")
print(f"J_ab changes sign at theta = {np.degrees(th_zero):.2f} deg")
print("slopes (E/J+3/4)/eta at eta=0.001:", ", ".join(f"{p} {slope[p]:.4f}" for p in 'GCA'))
print(f"eta1 (C to A) = {eta1:.4f}, theta there = {np.degrees(np.arccos(closed(eta1)[1])):.2f} deg")
print(f"eta2 (A to F) = {eta2:.4f}, theta there = {np.degrees(np.arccos(closed(eta2)[1])):.2f} deg")
print("eta, E_G, E_C, E_A, E_F, cube minimum (all in J), winner")
for i, x in enumerate(etas):
    print(f"{x:.3f} "+" ".join(f"{closed(x)[0][p]:.5f}" for p in 'GCAF')+f" {E_free[i]:.5f} {winner[i]}")
print("ALL CHECKS PASSED")
```

It prints:

```
inputs: A=6.0 eV, B=0.125 eV, C=0.5 eV, t=0.5 eV
U=8.000 eV, JH=1.000 eV, eta=0.1250, J=4t^2/U=125.00 meV
two-hole levels: 3A2=5.0000 eV, 1E=7.0000 eV, 1A1=9.0000 eV
r1=1.60000, r2=1.14286, r4=0.88889, T=2.03175, D=0.71111
t/(U-3JH)=0.100; ED error ratio t=0.2 eV / t=0.1 eV = 15.94
bond levels, 2nd order (meV): [-126.98  -50.    -35.71    0.  ]
bond levels, exact (meV):     [-124.97  -49.51  -35.53    0.  ]
cos(theta)=0.28571, theta=73.40 deg
hole orbital: 0.8018|z> +- 0.5976|x>
weight on z2-y2 (theta=60 deg): 0.9864
<P> along a,b,c for +theta: [0.0136 0.8435 0.6429]
E_G = -0.96190 J = -120.24 meV per site
E_C = -1.01905 J = -127.38 meV per site
E_A = -1.03469 J = -129.34 meV per site
E_F = -0.90000 J = -112.50 meV per site
E_C - E_A = 1.96 meV per site
numerical minimum: cube -1.034694 J, entangled sites -1.034694 J, best 4x4x4 run -1.016010 J
J_c = 0.36735 J = 45.92 meV = 533 K
J_ab = -0.08367 J = -10.46 meV = -121 K
|J_c/J_ab| = 4.39; at theta=90 deg: 5.39
J_ab changes sign at theta = 97.16 deg
slopes (E/J+3/4)/eta at eta=0.001: G -1.1280, C -1.3790, A -1.3176
eta1 (C to A) = 0.0512, theta there = 66.14 deg
eta2 (A to F) = 0.2433, theta there = 83.11 deg
eta, E_G, E_C, E_A, E_F, cube minimum (all in J), winner
0.001 -0.75113 -0.75138 -0.75132 -0.56419 -0.75138 C
0.020 -0.77377 -0.77919 -0.77841 -0.59840 -0.77919 C
0.050 -0.81490 -0.83038 -0.83030 -0.66176 -0.83038 C
0.055 -0.82251 -0.83994 -0.84022 -0.67365 -0.84022 A
0.125 -0.96190 -1.01905 -1.03469 -0.90000 -1.03469 A
0.200 -1.25000 -1.40625 -1.48158 -1.40625 -1.48158 A
0.240 -1.57349 -1.85545 -2.01710 -2.00893 -2.01710 A
0.250 -1.70000 -2.03333 -2.23148 -2.25000 -2.25000 F
0.300 -3.42033 -4.49176 -5.23278 -5.62500 -5.62500 F
ALL CHECKS PASSED
```
